# Goldstone Magnon in Adiabatic LSDA and the Spurious Gap from Truncation: verification in Python

```python
"""Goldstone theorem for the adiabatic LSDA transverse kernel.

Result under test: with h_up - h_dn = 2 b and m = n_up - n_dn, the kernel
f = b/m gives a spin-flip excitation at exactly zero energy for q = 0.
Dropping orbitals from the response opens a positive spurious gap; reducing
the kernel's Fourier space or using another functional also shifts the mode.
Pair equation: omega P = [diag(e_dn - e_up) + s K] P, s = f_up - f_dn,
K = 2 * integral of (pair density)* f (pair density).
Systems: a fully polarized periodic wire and a free nitrogen atom.
Hartree atomic units inside; spurious gaps and magnon energies in meV.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft

MEV = 1000.0 * physical_constants["Hartree energy in eV"][0]

# ---------------------------------------------------------------- wire model
cell = 4.0          # lattice constant, bohr
area = 1.0          # cross-section of the wire, bohr^2
v_amp = 0.05        # amplitude of external + Hartree potential, hartree
nk, nx = 20, 48
x = np.arange(nx) * cell / nx
g0 = 2 * np.pi / cell
kmesh = ((np.arange(nk) + 0.5) / nk - 0.5) * g0
v_fixed = -v_amp * np.cos(g0 * x)


class Wire:
    """Self-consistent fully polarized wire, one electron per cell."""

    def __init__(self, gmax):
        self.g = np.arange(-gmax, gmax + 1)
        self.waves = np.exp(1j * g0 * np.outer(self.g, x))
        n = np.full(nx, 1.0 / cell)
        for _ in range(1000):
            v_up = v_fixed - (6 * n / (np.pi * area)) ** (1 / 3)
            new = np.zeros(nx)
            for k in kmesh:
                new += abs(self.bands(k, v_up)[1][0]) ** 2 / (cell * nk)
            change = np.max(abs(new - n))
            n = new
            if change < 1e-13:
                break
        assert change < 1e-11
        self.n = n
        self.v_up = v_fixed - (6 * n / (np.pi * area)) ** (1 / 3)
        self.b = (self.v_up - v_fixed) / 2
        self.f = self.b / n

    def matrix(self, v):
        vg = np.fft.fft(v) / nx
        return vg[(self.g[:, None] - self.g[None, :]) % nx]

    def hamiltonian(self, k, v):
        return np.diag((k + g0 * self.g) ** 2 / 2) + self.matrix(v)

    def bands(self, k, v):
        e, c = np.linalg.eigh(self.hamiltonian(k, v))
        return e, c.T @ self.waves

    def pairs(self, q, kernel_gmax=None):
        """Pair matrix, pair energies, overlaps and spin-down band index."""
        de, rho, band = [], [], []
        for k in kmesh:
            eu, uu = self.bands(k, self.v_up)
            ed, ud = self.bands(k + q, v_fixed)
            de.append(ed - eu[0])
            rho.append(ud.conj() * uu[0])
            band.append(np.arange(len(ed)))
        de, rho, band = map(np.concatenate, (de, rho, band))
        overlap = rho.mean(axis=1)
        if kernel_gmax is not None:
            index = abs(np.fft.fftfreq(nx, 1.0 / nx))
            rho = np.fft.ifft(np.fft.fft(rho, axis=1)
                              * (index < kernel_gmax + 0.5), axis=1)
        kern = 2 / (cell * nk * nx) * (rho * self.f) @ rho.conj().T
        mat = np.diag(de) + kern
        return (mat + mat.conj().T) / 2, de, overlap, band

    def chi0_static(self, w):
        """Static transverse response to w(x) from the sum over states."""
        out = np.zeros(nx)
        for k in kmesh:
            eu, uu = self.bands(k, self.v_up)
            ed, ud = self.bands(k, v_fixed)
            wji = (ud.conj() * w * uu[0]).mean(axis=1)
            out += np.real(2 * uu[0].conj()
                           * ((wji / (eu[0] - ed)) @ ud)) / (cell * nk)
        return out

    def spinor_response(self, w, lam=1e-4):
        """Same response from diagonalizing the full spinor Hamiltonian."""
        ng = len(self.g)
        out = np.zeros(nx)
        for k in kmesh:
            wm = lam * self.matrix(w)
            h = np.block([[self.hamiltonian(k, self.v_up), wm],
                          [wm, self.hamiltonian(k, v_fixed)]])
            c = np.linalg.eigh(h)[1][:, 0]
            up, dn = c[:ng] @ self.waves, c[ng:] @ self.waves
            out += 2 * np.real(up.conj() * dn) / (cell * nk * lam)
        return out


def lowest(mat):
    return np.linalg.eigvalsh(mat)[0]


wire = Wire(5)
print("WIRE: fully polarized, spin-polarized Dirac exchange")
print(f"lattice constant {cell:.1f} bohr, cross-section {area:.1f} bohr^2")
print(f"potential amplitude {v_amp:.2f} hartree, k points {nk}, "
      f"plane waves {len(wire.g)}")
print(f"line density min, max: {wire.n.min():.4f}, {wire.n.max():.4f} bohr^-1")
print(f"mean spin splitting -2b: {-2 * wire.b.mean():.4f} hartree")

# sum-over-states response against a finite transverse field
probe = 1 + 0.5 * np.cos(g0 * x) + 0.3 * np.sin(2 * g0 * x)
by_sum, by_spinor = wire.chi0_static(probe), wire.spinor_response(probe)
err_chi = np.max(abs(by_sum - by_spinor)) / np.max(abs(by_spinor))
assert err_chi < 1e-5
err_rot = np.max(abs(wire.chi0_static(wire.b) - wire.n))
assert err_rot < 1e-9
print(f"chi0: sum over states vs spinor, relative error {err_chi:.1e}")
print(f"max |chi0 b - m|: {err_rot:.1e} bohr^-1")

# zero mode: a common orbital basis of any size keeps it
small = Wire(1)
for w in (small, wire):
    zero = lowest(w.pairs(0.0)[0])
    assert abs(zero) < 1e-9
    print(f"q=0 mode, {len(w.g):2d} plane waves, all bands: "
          f"{zero * MEV:.1e} meV")

# dispersion between zero and the variational bound q^2/2 (N = M here)
stiff = []
for frac in (0.01, 0.02, 0.05, 0.10, 0.25, 0.50):
    q = frac * g0
    om = lowest(wire.pairs(q)[0])
    assert 0 < om <= q * q / 2 + 1e-10
    stiff.append(om / q ** 2)
    print(f"q = {frac:.2f} (2pi/a): magnon {om * MEV:9.3f} meV, "
          f"bound {q * q / 2 * MEV:9.3f} meV")
assert abs(stiff[0] / stiff[1] - 1) < 0.1
print(f"omega/q^2 at the smallest q: {stiff[0]:.4f} hartree bohr^2")

# truncated sum over spin-down bands
full, de, ov, band = wire.pairs(0.0)
previous = np.inf
for nb in (1, 2, 3, 5, 11):
    keep = band < nb
    gap = lowest(full[np.ix_(keep, keep)])
    bound = (np.sum(de[~keep] * abs(ov[~keep]) ** 2)
             / np.sum(abs(ov[keep]) ** 2))
    assert -1e-10 < gap <= bound + 1e-10 and gap <= previous + 1e-10
    if nb == 1:
        assert gap > 1e-5
    previous = gap
    print(f"spin-down bands {nb:2d}: gap {gap * MEV:.3e} meV, "
          f"bound {bound * MEV:.3e} meV")
mat_q, _, _, band_q = wire.pairs(0.01 * g0)
one = band_q < 1
print(f"one band, q = 0.01 (2pi/a): "
      f"{lowest(mat_q[np.ix_(one, one)]) * MEV:.3f} meV")

# truncated Fourier space of the kernel
for kg in (0, 1, 2, 3, 10):
    shift = lowest(wire.pairs(0.0, kg)[0])
    if kg == 0:
        average_shift = (wire.f.mean() * wire.n.mean() ** 2
                         - np.mean(wire.f * wire.n ** 2)) * 2 * cell
        assert shift <= average_shift + 1e-10 and average_shift < 0
        print(f"cell-averaged kernel, first-order shift: "
              f"{average_shift * MEV:.3f} meV")
    if kg == 10:
        assert abs(shift) < 1e-9
    print(f"kernel harmonics up to {kg:2d}: q=0 mode {shift * MEV:.3e} meV")

# ------------------------------------------------------------- nitrogen atom
XC, X_ONLY = "lda_x,lda_c_pw", "lda_x,"


def xc_eval(code, na, nb):
    exc, vxc = dft.libxc.eval_xc(code, np.array([na, nb]), spin=1, deriv=1)[:2]
    return exc, (vxc[0][:, 0] - vxc[0][:, 1]) / 2


# kernel from the second difference of the noncollinear energy density
n_pt, m_pt, tilt = 0.3, 0.1, 1e-3
lengths = np.array([m_pt, np.hypot(m_pt, tilt)])
exc_pt, b_pt = xc_eval(XC, (n_pt + lengths) / 2, (n_pt - lengths) / 2)
f_diff = 2 * n_pt * (exc_pt[1] - exc_pt[0]) / tilt ** 2
f_ratio = b_pt[0] / m_pt
assert abs(f_diff / f_ratio - 1) < 1e-3
print(f"LSDA kernel at n={n_pt}, m={m_pt} bohr^-3: tilt {f_diff:.5f}, "
      f"b/m {f_ratio:.5f} hartree bohr^3")

mol = gto.M(atom="N 0 0 0", basis="cc-pvtz", spin=3, verbose=0)
mf = dft.UKS(mol)
mf.xc = XC
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.max_cycle = 200
mf.kernel()
assert mf.converged
ao = dft.numint.eval_ao(mol, mf.grids.coords)
wt = mf.grids.weights
cu, cd = mf.mo_coeff
eu, ed = mf.mo_energy
ou, od = mf.mo_occ
pu, pd = ao @ cu, ao @ cd
nu, nd = (pu ** 2) @ ou, (pd ** 2) @ od
m = nu - nd
moment = wt @ m


def kernel_from(code):
    b = xc_eval(code, nu, nd)[1]
    safe = abs(m) > 1e-10
    return b, np.where(safe, b / np.where(safe, m, 1.0), 0.0)


b_xc, f_xc = kernel_from(XC)
f_x = kernel_from(X_ONLY)[1]
assert f_xc.max() < 1e-6
s_all = cd.T @ mol.intor("int1e_ovlp") @ cu
b_all = pd.T @ (pu * (wt * b_xc)[:, None])
err_id = np.max(abs(2 * b_all - (eu[None, :] - ed[:, None]) * s_all))
assert err_id < 1e-5

occ_diff = ou[None, :] - od[:, None]
jj, ii = np.nonzero(abs(occ_diff) > 0.5)
sign = occ_diff[jj, ii]
de_at = ed[jj] - eu[ii]
ov_at = s_all[jj, ii]
rho_at = pd[:, jj] * pu[:, ii]
assert abs(np.sum(sign * ov_at ** 2) - moment) < 1e-4


def pair_matrix(f):
    k = 2 * rho_at.T @ (rho_at * (wt * f)[:, None])
    return np.diag(de_at) + sign[:, None] * k


def near_zero(mat):
    w = np.linalg.eigvals(mat)
    return w[np.argmin(abs(w))].real


print("NITROGEN ATOM: LSDA (Dirac exchange, Perdew-Wang), cc-pVTZ")
print(f"total energy {mf.e_tot:.6f} hartree, spin moment {moment:.5f}")
print(f"2p energies up, down: {eu[4]:.4f}, {ed[2]:.4f} hartree")
print(f"2<j|b|i> = (e_i-e_j)<j|i>, max error {err_id:.1e} hartree")
mat_at = pair_matrix(f_xc)
top = np.maximum(ed[jj], eu[ii])
previous = np.inf
for cut in (0.0, 1.0, 4.0, np.inf):
    keep = top < cut
    gap = near_zero(mat_at[np.ix_(keep, keep)])
    bound = (np.sum(abs(de_at[~keep]) * ov_at[~keep] ** 2)
             / np.sum(sign[keep] * ov_at[keep] ** 2))
    assert -5e-6 < gap <= bound + 5e-6 and gap <= previous + 5e-6
    if cut == 0.0:
        assert gap > 1e-5
    if np.isinf(cut):
        assert abs(gap) < 5e-6
    previous = gap
    print(f"orbital cutoff {cut:.1f} hartree, {keep.sum():3d} pairs: "
          f"gap {gap * MEV:.4f} meV, bound {bound * MEV:.4f} meV")

# exchange-only kernel on the exchange-correlation ground state
first_order = 2 / moment * (wt @ ((f_x - f_xc) * m ** 2))
lam = 0.01
slope = (near_zero(pair_matrix(f_xc + lam * (f_x - f_xc)))
         - near_zero(mat_at)) / lam
assert abs(slope / first_order - 1) < 0.03
mismatch = near_zero(pair_matrix(f_x))
assert mismatch < -1e-4
print(f"exchange-only kernel: mode at {mismatch * MEV:.2f} meV")
print(f"its first-order shift: formula {first_order * MEV:.2f} meV, "
      f"numerical slope {slope * MEV:.2f} meV")
print("PASS")
```

Running it gives:

```
WIRE: fully polarized, spin-polarized Dirac exchange
lattice constant 4.0 bohr, cross-section 1.0 bohr^2
potential amplitude 0.05 hartree, k points 20, plane waves 11
line density min, max: 0.1388, 0.3745 bohr^-1
mean spin splitting -2b: 0.7715 hartree
chi0: sum over states vs spinor, relative error 2.8e-08
max |chi0 b - m|: 3.1e-14 bohr^-1
q=0 mode,  3 plane waves, all bands: -1.0e-10 meV
q=0 mode, 11 plane waves, all bands: -2.5e-10 meV
q = 0.01 (2pi/a): magnon     1.120 meV, bound     3.357 meV
q = 0.02 (2pi/a): magnon     4.480 meV, bound    13.428 meV
q = 0.05 (2pi/a): magnon    27.937 meV, bound    83.927 meV
q = 0.10 (2pi/a): magnon   110.821 meV, bound   335.707 meV
q = 0.25 (2pi/a): magnon   645.678 meV, bound  2098.169 meV
q = 0.50 (2pi/a): magnon  1551.470 meV, bound  8392.676 meV
omega/q^2 at the smallest q: 0.1669 hartree bohr^2
spin-down bands  1: gap 5.101e+02 meV, bound 7.490e+02 meV
spin-down bands  2: gap 6.616e+01 meV, bound 8.356e+01 meV
spin-down bands  3: gap 2.412e+00 meV, bound 2.549e+00 meV
spin-down bands  5: gap 1.174e-04 meV, bound 1.251e-04 meV
spin-down bands 11: gap -2.451e-10 meV, bound 0.000e+00 meV
one band, q = 0.01 (2pi/a): 501.255 meV
cell-averaged kernel, first-order shift: -935.292 meV
kernel harmonics up to  0: q=0 mode -1.038e+03 meV
kernel harmonics up to  1: q=0 mode -1.046e+01 meV
kernel harmonics up to  2: q=0 mode 2.246e-03 meV
kernel harmonics up to  3: q=0 mode -1.716e-05 meV
kernel harmonics up to 10: q=0 mode 1.656e-10 meV
LSDA kernel at n=0.3, m=0.1 bohr^-3: tilt -0.60645, b/m -0.60645 hartree bohr^3
NITROGEN ATOM: LSDA (Dirac exchange, Perdew-Wang), cc-pVTZ
total energy -54.128879 hartree, spin moment 3.00000
2p energies up, down: -0.3029, -0.1528 hartree
2<j|b|i> = (e_i-e_j)<j|i>, max error 4.0e-10 hartree
orbital cutoff 0.0 hartree,  15 pairs: gap 228.9236 meV, bound 276.8846 meV
orbital cutoff 1.0 hartree,  53 pairs: gap 10.1474 meV, bound 10.7691 meV
orbital cutoff 4.0 hartree, 148 pairs: gap 3.2479 meV, bound 3.3024 meV
orbital cutoff inf hartree, 190 pairs: gap 0.0000 meV, bound 0.0000 meV
exchange-only kernel: mode at -1262.12 meV
its first-order shift: formula -1260.02 meV, numerical slope -1260.04 meV
PASS
```
